Steady electromigration stress in a line with a current-free extension

**Question**

A straight metal line of length L carries a uniform current. Electrons enter at the cathode end, x = 0, and leave at the anode end, x = L. An extension of length R, with the same width and thickness, can be joined to the line by continuous metal. It carries no current, but atoms can diffuse through it.

The outer ends block atoms, and no void or extrusion forms. Temperature T, resistivity ρ and the effective elastic modulus B of the confined metal are uniform. The stress σ is positive in tension and small compared with B. It starts at the uniform value σ0. "Peak tension" means the algebraically largest stress. In all comparisons L, the current density and σ0 are held fixed.

**(a) Derive the equation for the stress, and state what fixes its steady solution.**

Let j be the magnitude of the current density, e the elementary charge, Ω the atomic volume, D the atomic diffusivity, C the atomic concentration and k Boltzmann's constant. Two forces act on an atom.

Tension lowers the chemical potential of an atom by Ωσ, so the force from a stress gradient is +Ω ∂σ/∂x: atoms move towards tension. The electron wind pushes atoms along the electron flow, which is +x. Its magnitude is |Z*|eρj, where Z* is the effective charge number and ρj the electric field. The flux is mobility times concentration times force:

J = (DC/kT)(Ω ∂σ/∂x + |Z*|eρj) = (DCΩ/kT)(∂σ/∂x + G)

G = |Z*|eρj/Ω

In the extension the term G is absent.

Adding atoms to confined metal reduces its tension: dC/C = −dσ/B. With ∂C/∂t = −∂J/∂x this gives

∂σ/∂t = −(B/C) ∂C/∂t = (B/C) ∂J/∂x

To leading order in σ/B, C inside the derivative may be taken as constant, so

∂σ/∂t = ∂/∂x[κ(∂σ/∂x + G)],  κ = DBΩ/kT

In a steady state J is uniform along each segment. It vanishes at the blocked outer ends, and atoms do not accumulate at the junction, so J = 0 everywhere. Therefore

line: σ(x) = σc − Gx
extension: σ = the stress at its junction with the line

Here σc is the stress at x = 0. Since G > 0, it is the peak tension wherever the extension is attached. The diffusivity has dropped out.

The constant σc follows from conservation of atoms. No atoms leave the metal and B is uniform, so the integral of σ over the whole length keeps its initial value.

**(b) Find the peak tension without an extension.**

Conservation requires

∫₀ᴸ (σc − Gx) dx = σcL − GL²/2 = σ0L

Dividing by L,

σ_bare = σ0 + GL/2

The anode end is at σ0 − GL/2.

**(c) Attach the extension first at the cathode, then at the anode. Find each peak and compare it with (b).**

*At the cathode.* The whole extension is at σc, so

σcR + σcL − GL²/2 = σ0(L + R)

Dividing by L + R and writing r = R/L,

σ_cath = σ0 + GL²/[2(L + R)] = σ0 + (GL/2)/(1 + r)

*At the anode.* The whole extension is at σc − GL, so

σcL − GL²/2 + (σc − GL)R = σ0(L + R)

σc(L + R) = σ0(L + R) + GL²/2 + GLR

σ_an = σ0 + GL(L + 2R)/[2(L + R)] = σ0 + (GL/2)(1 + 2r)/(1 + r)

Now subtract σ_bare from each:

σ_cath − σ_bare = (GL/2)[1/(1 + r) − 1] = −(GL/2) r/(1 + r)

σ_an − σ_bare = (GL/2)[(1 + 2r)/(1 + r) − 1] = +(GL/2) r/(1 + r)

For any r > 0 the cathode extension lowers the peak tension, and the anode extension raises it by the same amount.

When R → 0 both changes vanish. When R → ∞ at fixed L, the steady stress at the junction tends to σ0. This is a statement about the steady state only: a very long cathode extension first lets the junction rise about 0.24 GL above σ0, and the excess then decays slowly (see (f)). The peak then tends to σ0 for attachment at the cathode and to σ0 + GL for attachment at the anode.

**(d) Explain the opposite signs by following the atoms. Where would an extension have no effect on the peak?**

At the cathode, the extension's stress rises from σ0 by GL²/[2(L + R)], so it has lost atoms to the line. At the anode, its final stress is

σ_an − GL = σ0 + GL[(L + 2R) − 2(L + R)]/[2(L + R)] = σ0 − GL²/[2(L + R)]

It has therefore gained atoms from the line. In both cases the amount exchanged, expressed as a length of metal of the common cross-section, is

δ = (R/B) GL²/[2(L + R)]

The slope of the stress in the line is fixed at −G. Gaining or losing atoms can therefore only shift the whole profile: down when the line gains atoms, up when it loses them.

For attachment at a general point x = a, the extension is at σc − Ga, and conservation gives

σc(L + R) − GL²/2 − GaR = σ0(L + R)

σc − σ_bare = [GL²/2 + GaR − GL(L + R)/2]/(L + R) = GR(a − L/2)/(L + R)

The effect vanishes at the midpoint, where the bare line ends at its initial stress and has no reason to exchange atoms with the extension.

**(e) Suppose the extension starts at a different stress σR. When do the conclusions of (c) survive?**

The conserved integral is now σ0L + σR R. For the cathode extension,

σc = (σ0L + σR R + GL²/2)/(L + R)

σc − σ_bare = R(σR − σ0 − GL/2)/(L + R)

For the anode extension the numerator of σc gains GLR, so

σc − σ_bare = R(σR − σ0 + GL/2)/(L + R)

The cathode extension lowers the peak only if σR < σ0 + GL/2. The anode extension raises it only if σR > σ0 − GL/2. The two changes are equal in size only if σR = σ0. These limits are the end stresses of the bare line: what matters is whether the extension starts below or above the stress that its junction would otherwise reach.

**(f) Return to σR = σ0. Is the steady peak also the largest stress reached in time?**

For a cathode extension, not if R > L. Let u be the stress minus its steady value. It obeys the diffusion equation with no flux at x = −R and x = L. Its slowest decaying mode is cos[q(x + R)], with q = π/(L + R).

Initially u equals a constant, plus Gx in the line. The constant does not contribute to this mode. Integrating by parts, with sin[q(L + R)] = sin π = 0,

∫₀ᴸ Gx cos[q(x + R)] dx = (G/q²)[cos π − cos(qR)] = −(G/q²)(1 + c)

where c = cos[πR/(L + R)]. The normalising factor is 2/(L + R), so at late times the junction has

u(0,t) ≈ −[2G/((L + R)q²)] c(1 + c) exp(−κq²t)

For R < L, c is positive and the steady stress is approached from below. For R > L, c is negative and it is approached from above, so the stress has overshot. For R = 3L the computed excess over σ0 reaches 0.242 GL before settling at 0.125 GL. In the computed cases R = L/2 and R = 3L, the peak with a cathode extension stayed below that of the bare line at every time sampled.

The early rise can also be compared. Before the far ends matter, the excess stress is symmetric about the cathode junction. Equal flux on both sides requires

∂σ/∂x(0⁺) + G = ∂σ/∂x(0⁻) = −∂σ/∂x(0⁺)

Hence ∂σ/∂x(0⁺) = −G/2, whereas the blocked end of a bare line has −G. By linearity the rise is halved; the computed early ratio for R = L/2 is 0.500. An anode extension cannot noticeably affect the cathode until diffusion has spanned the line. In the computed cases R = L/2 and R = 3L, the peak with an anode extension rises steadily to its final value and does not overshoot.

**(g) Apply the results to a copper line at 573 K with j = 1 MA/cm², L = 50 µm and R = 25 µm. Take |Z*| = 1, ρ = 4 µΩ cm, Ω = 0.0118 nm³, B = 20 GPa and σ0 = 20 MPa. Void formation is assumed to start at 180 MPa.**

In SI units,

G = (1.602×10⁻¹⁹ × 4×10⁻⁸ × 10¹⁰)/(1.18×10⁻²⁹) = 5.43×10¹² Pa/m

This is 5.43 MPa/µm, so GL = 271.6 MPa and GL/2 = 135.8 MPa. With r = 0.5,

σ_bare = 20 + 135.8 = 155.8 MPa
σ_cath = 20 + 135.8/1.5 = 110.5 MPa
σ_an = 20 + 135.8 × 2/1.5 = 201.0 MPa

Each change is 45.3 MPa. The metal exchanged is

δ = 25 µm × 90.5 MPa / 20 GPa = 113 nm

The bare line stays below the threshold, but the line with the anode extension does not. Its 201 MPa state would not be reached, because a void would form first. For a diffusivity of 10⁻¹² cm²/s the calculated crossing is at 94 h.

Setting the peak equal to the threshold σcrit gives the largest allowed product jL for the bare line:

(jL)_bare = 2Ω(σcrit − σ0)/(|Z*|eρ) ≈ 5900 A/cm

With an extension the limit depends on r as well, so the following values hold only for r = 0.5. The excess stress is divided by 1 + r for the cathode extension, so its limit is 1.5 times larger, about 8800 A/cm. For the anode extension the factor is (1 + r)/(1 + 2r) = 0.75, giving about 4400 A/cm. The operating value is 5000 A/cm.

A numerical network of stress nodes, evolved in time from the uniform initial stress without assuming a linear profile, settles at 155.8, 110.5 and 201.0 MPa.

**(h) How far can these numbers be carried over to a real copper interconnect?**

The parameters are rough values for an accelerated test of a damascene copper line; the threshold is a chosen value, and real ones vary widely. Several neglected effects are small beside the 45.3 MPa change. Finite compressibility shifts the peaks by at most about 0.2 MPa in these three cases, and current fringing into the extension over one line width of 100 nm matters at the level of 0.5 MPa. For a line 200 nm thick above 1 µm of dielectric with conductivity 0.3 W/(m K), and no lateral heat spreading, Joule heating is 2.7 K. That corresponds to about 2 MPa of compressive thermal stress and, for an assumed heat of transport of 0.1 eV, a thermomigration stress scale of about 6 MPa. With heat conduction along the metal and insulated ends, the two together move the 45.3 MPa changes by up to about 4 MPa, in a direction set by the sign of the heat of transport. Stress-dependent diffusivity, a factor exp(Ωσ/kT) of about 1.35 at 201 MPa if the activation volume equals Ω, shortens the crossing time from 94 h to about 90 h (with 10⁻¹² cm²/s taken as the value at zero stress) but does not alter the steady stresses.

Temperature of use matters far more. Copper expands by about Δα = 1.4×10⁻⁵ per K more than silicon, so cooling by ΔT = 195 K to 378 K adds 3BΔαΔT, roughly 160 MPa of tension, if the same effective modulus B, which includes the give of the surroundings, applies to thermal mismatch. That requires shear stresses in the metal to have relaxed to a hydrostatic state, with no void formed and no atoms supplied from outside. A line that stays purely elastic carries more: for a long cylinder with E = 120 GPa and Poisson ratio 0.34, in surroundings that give B = 20 GPa, the mean stress is about 240 MPa. The stress before any current flows would then already be at about the chosen threshold or above it, so the verdicts in (g) apply to the test temperature and cannot be transferred to service. At fixed G, a uniform added stress leaves the differences between the three cases unchanged. Those differences do require an open path for atoms: if a diffusion barrier separates the extension from the line, the 45.3 MPa change disappears. If the current reverses, cathode and anode exchange roles, and for σR = σ0 an extension that lowered the steady peak now raises it. A cathode extension also deepens the compression at the anode end, here from 116 to 161 MPa, so the risk of extrusion there needs a separate check. The remaining computed values are in the numerical output.

Calculated quantities

```
INPUTS (rough typical values)
Test temperature: 573 K
Current density: 1.0 MA/cm2
Line length L: 50 um
Extension length R: 25 um
Effective charge magnitude: 1.0 (none)
Resistivity: 4.0 uohm cm
Atomic volume: 0.0118 nm3
Effective modulus B: 20 GPa
Effective diffusivity: 1.0e-12 cm2/s
Initial stress: 20 MPa
Chosen voiding threshold: 180 MPa
STEADY STATE
Stress gradient G: 5.431 MPa/um
End-to-end stress difference GL: 271.6 MPa
Peak, bare line: 155.8 MPa
Peak, extension at cathode: 110.5 MPa
Peak, extension at anode: 201.0 MPa
Size of either change: 45.3 MPa
Network peak, bare: 155.8 MPa
Network peak, cathode: 110.5 MPa
Network peak, anode: 201.0 MPa
Anode-end stress, bare: -115.8 MPa
Anode-end stress, cathode extension: -161.0 MPa
Anode-end stress, anode extension: -70.5 MPa
Metal length exchanged: 113.1 nm
Operating jL: 5000 A/cm
Allowed jL, bare: 5892 A/cm
Allowed jL, cathode extension: 8838 A/cm
Allowed jL, anode extension: 4419 A/cm
TIME
Diffusion time L^2/kappa: 233 h
Threshold crossing, anode extension: 94 h
Early rise ratio, cathode/bare: 0.500 (none)
R=3L at cathode, steady excess: 0.125 GL
R=3L at cathode, largest excess in time: 0.242 GL
NEGLECTED EFFECTS (rough sizes)
Compressibility shift, bare: 0.15 MPa
Compressibility shift, cathode: 0.20 MPa
Compressibility shift, anode: 0.20 MPa
Joule heating, upper size: 2.7 K
Thermal stress from that heating: 2.2 MPa
Thermomigration stress (0.1 eV assumed): 6.3 MPa
Current fringing over one width: 0.54 MPa
Diffusivity factor at anode-case peak: 1.35 (none)
Use temperature: 378 K
Added thermal tension at use temperature: 164 MPa
```
